# Resistance without Channel Heating in a Ballistic Transistor

## The result

A transistor channel in which carriers exchange no energy with the lattice has a finite resistance, yet the carriers leave no heat in it. If a current \(I\) flows at drain voltage \(V\), the whole power \(IV\) is released in the source and drain reservoirs.

Two causes must be kept apart. The *size* of the ballistic resistance comes from the finite number of transverse modes that pass the channel. The *place* of the heat is where carriers relax inelastically. The source takes part as well as the drain, and it may even be cooled.

The assumptions are a steady state, two reservoirs at the same temperature \(T\), and a gate that holds the potential barrier fixed and draws no current. The reservoirs have electrochemical potentials \(\mu_S\) and \(\mu_D=\mu_S-eV\), and Fermi functions \(f_S(E)\) and \(f_D(E)\). Energies \(E\) are total electron energies. I count \(I\) as positive when electrons flow from source to drain.

## Contribution 1: the modes set the resistance

Let the electron potential energy \(U(x)\) depend on the coordinate along the channel alone, with its highest value \(E_t\) at the barrier top. The transverse wave number \(k_y\) is then conserved. With effective mass \(m\), a classical electron passes the top if

\[
E-\frac{\hbar^2k_y^2}{2m}>E_t ,\qquad\text{so}\qquad |k_y|<k_m=\frac{\sqrt{2m(E-E_t)}}{\hbar}.
\]

For a wide channel of width \(W\), allowed values of \(k_y\) are spaced by \(2\pi/W\). The number of open modes, for each spin, is

\[
M(E)=\frac{2k_m}{2\pi/W}=\frac{W\sqrt{2m(E-E_t)}}{\pi\hbar}.
\]

In one mode and one spin state there are \(dk/2\pi\) states per unit length in the interval \(dk\). They move at \(v=\hbar^{-1}dE/dk\), so the source sends through

\[
v f_S\frac{dk}{2\pi}=\frac{f_S\,dE}{2\pi\hbar}=\frac{f_S\,dE}{h}
\]

electrons per second. The velocity has cancelled against the density of states. The drain sends \(f_D\,dE/h\) the other way. With two spins, the net electron rate \(J\) and the current are

\[
J=\frac2h\int M(f_S-f_D)\,dE,\qquad I=eJ .
\]

At small voltage, \(f_D(E)=f_S(E+eV)\) gives \(f_S-f_D\simeq -eV\,\partial f/\partial E\). Hence

\[
G=\frac IV=\frac{2e^2}{h}\int M(E)\left(-\frac{\partial f}{\partial E}\right)dE .
\]

At low temperature the derivative selects \(E=\mu_S\), and \(G=(2e^2/h)M(\mu_S)\). No scattering rate or channel length appears. The resistance is finite because each mode delivers a finite current per volt. Length can still matter indirectly if it changes \(E_t\), which is held fixed here.

## Contribution 2: the field does work, but this is not heat

The field accelerates electrons down the drain side of the barrier. Since each electron keeps its total energy, its kinetic energy at \(x\) is \(E-U(x)\). Electrons that turn back cross a plane twice with opposite velocities and cancel in the net flux.

In a steady state without inelastic scattering, the net rate in each energy interval is the same at every plane. The kinetic energy carried through a plane per second is therefore

\[
P_K(x)=\frac2h\int [E-U(x)]M(f_S-f_D)\,dE=J_E-U(x)J,
\]

where

\[
J_E=\frac2h\int E\,M(f_S-f_D)\,dE
\]

does not depend on \(x\). Between two planes,

\[
P_K(x_2)-P_K(x_1)=J[U(x_1)-U(x_2)] .
\]

The right side is the work done by the field per second. All of it has become kinetic energy of the carriers, and nothing is left over to heat the lattice. The local product of current density and field is a heating rate only if carriers pass their energy on as fast as they gain it.

## Contribution 3: each contact balances its own energy

The source loses electrons to the channel at net rate \(J\), and they carry away energy \(J_E\) per second. The external wire replaces them. I take its Peltier coefficient to be negligible, so that each replacement brings energy \(\mu_S\). The drain is treated in the same way. In a steady state, the heat released is energy in minus energy out:

\[
Q_S=\mu_SJ-J_E=\frac2h\int(\mu_S-E)M(f_S-f_D)\,dE,
\]

\[
Q_D=J_E-\mu_DJ=\frac2h\int(E-\mu_D)M(f_S-f_D)\,dE .
\]

The energy current cancels in the sum:

\[
Q_S+Q_D=(\mu_S-\mu_D)J=eVJ=IV .
\]

An electron that leaves the source below \(\mu_S\) leaves an empty state behind. Electrons relax to fill it and release heat. An electron that leaves above \(\mu_S\) takes energy that the source must draw from its lattice. In the drain, the arriving electron descends to \(\mu_D\). Three cases show how the division varies.

**Constant \(M\).** Write \(u=E-(\mu_S+\mu_D)/2\). From \(f(-z)=1-f(z)\), where \(z\) is the distance from the electrochemical potential, the difference \(f_S-f_D\) is even in \(u\). The mean energy of the net current is then midway between \(\mu_S\) and \(\mu_D\), and each contact receives \(IV/2\). The same holds for any \(M\) that is even in \(u\) over the whole window, including its thermal tails.

**Cold, saturated transistor.** Let \(\eta=\mu_S-E_t>0\) and \(\mu_D<E_t\). The drain then returns no electrons. With \(\varepsilon=E-E_t\) and \(M\propto\sqrt\varepsilon\),

\[
\langle\varepsilon\rangle=\frac{\int_0^\eta\varepsilon^{3/2}d\varepsilon}{\int_0^\eta\varepsilon^{1/2}d\varepsilon}
=\frac{\tfrac25\eta^{5/2}}{\tfrac23\eta^{3/2}}=\frac35\eta .
\]

The source receives \(\eta-\tfrac35\eta=\tfrac25\eta\) per electron. The drain receives the rest of \(eV\).

**Barrier far above \(\mu_S\), saturated.** Now \(f_S\propto e^{-\varepsilon/k_BT}\). Integration by parts, with vanishing end terms, gives

\[
\int_0^\infty\varepsilon^{3/2}e^{-\varepsilon/k_BT}d\varepsilon
=\frac32k_BT\int_0^\infty\varepsilon^{1/2}e^{-\varepsilon/k_BT}d\varepsilon ,
\]

so \(\langle\varepsilon\rangle=\tfrac32k_BT\). The heat released in the source per electron is \(-(E_t-\mu_S+\tfrac32k_BT)\). The source is cooled, and the drain receives more than \(eV\). The total heat is still \(IV>0\), so the entropy produced, \(IV/T\) per second, is positive.

## Contribution 4: scattering, with and without energy loss

To separate resistance from heating, take a channel with constant \(M\) and place \(N\) planes in it. Each plane absorbs every arriving carrier and re-emits carriers equally to both sides. Number the source 0, the planes 1 to \(N\), and the drain \(N+1\). At energy \(E\), the net rate from element \(i\) to \(i+1\) is \((2M/h)(f_i-f_{i+1})dE\).

**Planes that conserve energy.** Inflow equals outflow at each energy:

\[
f_{i-1}+f_{i+1}=2f_i\quad\Rightarrow\quad f_i-f_{i+1}=\frac{f_S-f_D}{N+1}.
\]

The current is smaller than the ballistic current by the factor \(N+1\), so \(R=(N+1)R_b\), where \(R_b\) is the ballistic resistance. No plane receives energy. The spectrum of the current has kept its even shape, and each contact still receives half of \(IV\).

**Planes that thermalize.** Let each plane emit a Fermi distribution at temperature \(T\), with a potential \(\mu_i\) chosen so that its total net inflow vanishes. Since \(\int(f_i-f_{i+1})dE=\mu_i-\mu_{i+1}\), this condition makes all steps in \(\mu\) equal:

\[
\delta=\mu_i-\mu_{i+1}=\frac{eV}{N+1},\qquad J=\frac{2M}{h}\delta .
\]

The current, and hence \(R=(N+1)R_b\), is the same as before. The heat is not. Carriers reach a plane with mean energy \(\delta/2\) above its \(\mu_i\) and leave it with mean energy \(\delta/2\) below. Each plane thus receives \(J\delta\), and each contact receives \(J\delta/2\). The channel total is

\[
Q_{ch}=NJ\delta=\frac{N}{N+1}IV=I^2(R-R_b).
\]

A numerical solution of the plane conditions at 0.3 V and 300 K confirms this. For \(N=3\), both kinds of plane give \(R/R_b=4\). The shares of source, channel and drain are 0.125, 0.75 and 0.125 with thermalizing planes, and 0.5, 0 and 0.5 with elastic ones. At equal resistance, then, inelastic relaxation decides where the heat appears. As \(N\) grows, the thermalizing channel approaches ordinary Joule heating. The two resistances are equal for any \(M(E)\) that is the same in every section, because the steps in \(\int M f_i\,dE\) are then equal for both kinds of plane. They can differ if \(M(E)\) changes from section to section. The share \(N/(N+1)\) of the heat, however, needs constant \(M\). With \(M\propto\sqrt\varepsilon\), a band edge 0.1 eV below \(\mu_S\) in every section and three thermalizing planes at 0.3 V, most of the drop in \(\mu\) falls in the last step: the channel receives only about 18 % of \(IV\) and the drain about 83 %, while the source is slightly cooled.

## Weighing the contributions in an example

Take a channel 30 nm long and 1 µm wide at 300 K, with \(m=0.05\,m_e\) and \(V=0.3\) V. Set \(\mu_S=0\). The potential energy is an inverted parabola,

\[
U(x)=-0.1\ \text{eV}-(0.001\ \text{eV/nm}^2)(x-10\ \text{nm})^2 .
\]

It equals −0.2 eV at the source end and −0.5 eV at the drain end.

**Resistance.** There are 115 modes at \(\mu_S\). The low-temperature formula gives \((h/2e^2)/115.3\approx112\) Ω. The thermal average at 300 K gives 116 Ω, because \(\sqrt\varepsilon\) is concave and its average lies lower. At 0.3 V the current is 0.648 mA, so \(V/I=463\) Ω. This larger ratio is not due to scattering: the return flow from the drain has almost vanished, and more voltage draws hardly more current.

Newtonian trajectories launched from both contacts reproduce the current within the tested relative tolerance of \(5\times10^{-4}\). Stretching the potential to 60 nm at fixed barrier height leaves the current unchanged within the same tolerance.

**Energy along the channel.** The trajectories give these means per net electron:

| \(x\) (nm) | kinetic (eV) | total (eV) |
|---|---|---|
| 0 | 0.177 | −0.023 |
| 10 | 0.077 | −0.023 |
| 20 | 0.177 | −0.023 |
| 30 | 0.477 | −0.023 |

The field first takes 0.1 eV from each carrier, then gives it 0.4 eV. The net gain of 0.3 eV equals \(eV\) here because \(\mu\) lies equally far above the band edge at both ends. All the electrical work thus leaves the channel as kinetic energy.

**Heat in the contacts.** The mean total energy is −22.6 meV. The source therefore receives 22.6 meV per electron, and the drain receives \(300-22.6=277.4\) meV. In power, this is

\[
0.0147\ \text{mW}+0.1797\ \text{mW}=0.1944\ \text{mW}=IV .
\]

The drain takes about 92 %. At 5 K the source share would be \(\tfrac25\times100=40\) meV, as the numerical integral confirms. At 300 K the thermal tail raises the mean energy of the current and lowers this share.

If the gate lifts the barrier to 0.2 eV above \(\mu_S\), the classical current drops to 45 nA. The source then loses \(200+\tfrac32\times25.85\approx239\) meV per electron, and the drain receives 539 meV. Their sum is again 300 meV.

## What the model leaves out

**Phonon emission in the channel** breaks the central assumption. The mean transit time is 39 fs. With a rough emission time of 200 fs and a rough phonon energy of 32 meV, an electron emits about 0.20 phonons on the way. The channel then receives some \(0.20\times32\approx6\) meV per electron, or 2 % of \(eV\). This counts emission alone. At 300 K absorption runs at \(e^{-32/25.85}\approx0.29\) of the emission rate, which lowers the net value to about 4.5 meV. Stretching the same potential to 60 nm doubles the transit time and, in this estimate, the heat. The result fails once the transit time is no longer short compared with the emission time.

**Quantum motion** is elastic and does not put heat in the channel. A numerical Schrödinger solution for this potential, with flat bands outside it, changes the current by −0.4 % and the source heat to 23.7 meV per electron. The off-state values above remain classical. There, tunnelling below the barrier top raises the current appreciably and lowers its mean energy, so the source is cooled less per electron.

**Band structure** matters more. A rough nonparabolicity of 1.2/eV raises the current by 4.5 % at fixed barrier. It also slows the fast carriers, which lengthens the transit time above and shortens the relaxation distance estimated below. A second subband, placed 0.226 eV higher by a 10 nm well with infinite walls and parabolic bands, adds 0.1 %. Finite walls and nonparabolicity bring it closer, and its share can then reach a few per cent. About 28 % of the current reaches the drain end with more than 0.50 eV of kinetic energy, a rough satellite-valley separation. This threshold lies close to the mean of 0.477 eV, so the fraction is very sensitive to it: about 70 % at 0.45 eV and 6 % at 0.55 eV. Confinement lifts the light valley more than the heavy ones and so lowers the effective threshold. These electrons can transfer to heavier valleys, mainly near the drain end and beyond it.

**Relaxation in the drain** is not abrupt. With the same emission time, parabolic speeds, and a random direction after each emission, the mean electron emits 8 phonons. It ends at an rms distance of 1.3 µm, some forty times the channel length. Phonon absorption and electron–electron collisions are ignored in this estimate. Absorption raises the count to about 11 emissions and the distance to 1.4 µm, while the nonparabolicity above would shorten the 1.3 µm to about 0.8 µm. An electron that turns back reduces the current if its motion along the channel still has enough energy to pass the barrier top. The ideal reservoir excludes this, and I have not sized it.

**Heat conduction** can warm the channel lattice even though its carriers release nothing there. For a device much wider than the substrate is thick, heat \(P'\) per unit width spreads through half-cylinders of area \(\pi r\) per unit width. With thermal conductivity \(\kappa\), Fourier's law reads \(P'=-\pi r\kappa\,dT/dr\). Integration from \(r_1\) to \(r_2\) gives

\[
\Delta T=\frac{P'}{\pi\kappa}\ln\frac{r_2}{r_1}.
\]

The drain heat gives \(P'=180\) W/m. With \(\kappa=68\) W/(m K), \(r_1=1.28\) µm and a substrate thickness \(r_2=100\) µm, the rise at \(r_1\) is 3.7 K. Ending the half-cylinders at the substrate thickness is an approximation; for a slab with an isothermal bottom the logarithm becomes \(\ln\coth(\pi r_1/4r_2)\), which gives 3.9 K. Part of the heat is released closer to the channel, so the rise there is somewhat larger. Poorly conducting layers above the substrate would raise it. An isolated device 1 µm wide, as in the example, would spread its heat in three dimensions and lower the rise about tenfold, to roughly 0.3 K at the same distance.

## Beside a real device

The parameters lie in the rough regime of a short-gate InGaAs quantum-well transistor, whose light electrons make near-ballistic transport plausible. The drain voltage is on the low side. The peak field of 0.40 MV/cm is high beside bulk breakdown fields. Impact ionization, however, also requires a carrier whose kinetic energy is at least about the band gap, roughly 0.75 eV, and less than 0.01 % of the modelled current reaches this energy within the channel.

Of the assumptions sized here, that of ideal contacts moves the resistance most. Metal contacts and access regions may add a rough 200 Ω for 1 µm of width. The low-bias total would then be roughly 300 Ω instead of 116 Ω. The added heat appears in those regions, outside the channel. A channel thus stays nearly free of carrier heating if transit is much faster than phonon emission. Shortening it serves this aim, but it also increases tunnelling in the off state, and the contacts must still carry the heat away.

The numerical output below lists the main computed values; the contact resistance of 200 Ω is a separate rough estimate.

## Computed results

```
Electron mass: 0.050 m_e
Channel length: 30 nm
Channel width: 1 um
Temperature: 300 K
kT: 25.85 meV
Drain voltage: 0.30 V
Barrier top from mu_S: -0.10 eV
Barrier curvature: 0.0010 eV/nm^2
Band edge at source end: -0.20 eV
Band edge at drain end: -0.50 eV
Largest field: 0.40 MV/cm
Modes at mu_S: 115.3
Low-bias resistance: 115.8 ohm
Current at drain voltage: 0.6479 mA
V/I at drain voltage: 463.0 ohm
Power IV: 0.1944 mW
Current, 60 nm / 30 nm (Newton): 1.00000
x = 0 nm: mean kinetic 0.1774 eV, total -0.0226 eV
x = 10 nm: mean kinetic 0.0774 eV, total -0.0226 eV
x = 20 nm: mean kinetic 0.1774 eV, total -0.0226 eV
x = 30 nm: mean kinetic 0.4774 eV, total -0.0226 eV
Source heat per electron: 22.6 meV
Drain heat per electron: 277.4 meV
Source heat: 0.0147 mW
Drain heat: 0.1797 mW
Source heat per electron at 5 K: 40.0 meV
Off state: barrier top from mu_S: 0.20 eV
Off state: current: 45.4 nA
Off state: source heat per electron: -238.8 meV
Off state: drain heat per electron: 538.8 meV
0 planes, ballistic: R/R_ballistic 1.000, shares S/channel/D 0.500/0.000/0.500
1 planes, thermalizing: R/R_ballistic 2.000, shares S/channel/D 0.250/0.500/0.250
1 planes, elastic: R/R_ballistic 2.000, shares S/channel/D 0.500/0.000/0.500
3 planes, thermalizing: R/R_ballistic 4.000, shares S/channel/D 0.125/0.750/0.125
3 planes, elastic: R/R_ballistic 4.000, shares S/channel/D 0.500/0.000/0.500
Mean transit time, 30 nm: 39.3 fs
Mean transit time, 60 nm: 78.6 fs
Rough inputs: phonon 32 meV, emission time 200 fs
Phonons emitted in channel per electron: 0.20
Channel heat by phonons / eV: 2.1 %
Current change, quantum motion: -0.4 %
Source heat, quantum motion: 23.7 meV/electron
Current change, nonparabolicity 1.2/eV: 4.5 %
Second subband, 10 nm well: 0.226 eV higher, adds 0.12 % current
Current above satellite valley (0.50 eV): 28.1 %
Current above band gap (0.75 eV): 4.4e-03 %
Phonons emitted in drain per electron: 8
Drain relaxation, straight path: 2.55 um
Drain relaxation, rms distance: 1.28 um
Rough inputs: substrate 68 W/(m K), 100 um thick
Lattice warming by conduction: 3.7 K
```
